# Longitudinal sound speed and density in porous dielectric films

## The situation

Pores are introduced into an interlayer dielectric to lower its permittivity, and they also lower its stiffness. The travel time of a short sound pulse sent through the thickness of the film and back gives the sound speed, if the thickness is known. To find the stiffness from this speed, one needs the density of the film and the relation between sound speed, modulus and density.

Consider a family of films made from one skeleton material with different amounts of pore space. The density $\rho$ of a film is its total mass divided by its total volume, pores included. Young's modulus of the films follows

$$E=E_0\left(\frac{\rho}{\rho_0}\right)^{n},$$

where $\rho_0$ and $E_0$ belong to a reference film of the family. This power law is given, and its origin is not in question here. Each film is isotropic and linearly elastic, damping is negligible, and the Poisson ratio satisfies $-1<\nu<1/2$, the range in which an isotropic solid with $E>0$ is stable. Until part (g), the wavelength is taken to be much longer than the pore structure, so that the film acts as a uniform medium.

Densities are in g/cm³, moduli in GPa, speeds in km/s, lengths in nm and times in ps. Tensile stress and extension are positive. The $z$ axis is normal to the film.

## Part (a)

**Question.** A plane longitudinal wave travels along $z$, with displacement $u(z,t)$ along $z$ and none sideways. Find the modulus $M$ in $\sigma_{zz}=M\varepsilon_{zz}$ in terms of $E$ and $\nu$. Why is it not simply $E$?

**Answer.** The displacement has a $z$ component alone, and it depends on $z$ alone. The normal strains are therefore

$$\varepsilon_{zz}=\frac{\partial u}{\partial z},\qquad \varepsilon_{xx}=\varepsilon_{yy}=0,$$

and the shear strains vanish. Hooke's law for an isotropic solid gives for the two sideways directions

$$0=E\varepsilon_{xx}=\sigma_{xx}-\nu(\sigma_{yy}+\sigma_{zz}),$$
$$0=E\varepsilon_{yy}=\sigma_{yy}-\nu(\sigma_{xx}+\sigma_{zz}).$$

Subtracting the second from the first gives $0=(1+\nu)(\sigma_{xx}-\sigma_{yy})$. Since $\nu>-1$, the two sideways stresses are equal. The first equation then reads $(1-\nu)\sigma_{xx}=\nu\sigma_{zz}$, so that

$$\sigma_{xx}=\sigma_{yy}=\frac{\nu}{1-\nu}\,\sigma_{zz}.$$

Put this into Hooke's law for the $z$ direction:

$$E\varepsilon_{zz}=\sigma_{zz}-\nu(\sigma_{xx}+\sigma_{yy})=\sigma_{zz}\left(1-\frac{2\nu^2}{1-\nu}\right)=\sigma_{zz}\,\frac{1-\nu-2\nu^2}{1-\nu}.$$

The numerator factorizes, because $(1+\nu)(1-2\nu)=1-2\nu+\nu-2\nu^2=1-\nu-2\nu^2$. Solving for the stress gives

$$M=E\,g(\nu),\qquad g(\nu)=\frac{1-\nu}{(1+\nu)(1-2\nu)}.$$

Young's modulus describes a bar whose sides are free, so that it can become thinner when stretched. In the plane wave, each piece of material is surrounded by neighbours that do the same thing at the same moment, and there is no room for sideways motion. The sideways stresses found above enforce this. They make the material stiffer, as the following difference shows:

$$g-1=\frac{(1-\nu)-(1-\nu-2\nu^2)}{(1+\nu)(1-2\nu)}=\frac{2\nu^2}{(1+\nu)(1-2\nu)}\ge 0.$$

Equality holds at $\nu=0$, where stretching causes no sideways contraction and there is nothing to prevent. As $\nu\to1/2$ at fixed $E$, $g$ grows without limit: the material becomes incompressible, and a strain along one axis alone would change its volume.

## Part (b)

**Question.** Derive the speed $v$ of this wave from Newton's second law. State which density enters.

**Answer.** Take a slice of area $A$ between $z$ and $z+dz$. Its mass is $\rho A\,dz$. The material above pulls on it with force $+A\sigma_{zz}(z+dz)$, and the material below with $-A\sigma_{zz}(z)$. Newton's law is

$$\rho A\,dz\,\frac{\partial^2u}{\partial t^2}=A\left[\sigma_{zz}(z+dz)-\sigma_{zz}(z)\right]=A\,\frac{\partial\sigma_{zz}}{\partial z}\,dz.$$

Divide by $A\,dz$ and insert $\sigma_{zz}=M\,\partial u/\partial z$. Since $M$ is uniform within one film, it can be taken outside the derivative:

$$\rho\,\frac{\partial^2u}{\partial t^2}=M\,\frac{\partial^2u}{\partial z^2}.$$

Try a shape that travels unchanged, $u=f(z-vt)$. Two time derivatives give $v^2f''$, since each brings down a factor $-v$, and two space derivatives give $f''$. Hence $(\rho v^2-M)f''=0$. For a pulse $f''$ is not zero everywhere, so

$$v=\sqrt{\frac{M}{\rho}}.$$

The density is that of the film as a whole, pores included, and not that of the solid skeleton. The slice has to be thin compared with the wavelength, so that the stress varies little across it, and yet thick compared with the pores, so that its mass and stiffness are those of the average film. Both demands can be met when the wavelength is much longer than the pore structure.

## Part (c)

**Question.** Show that, if all films have the same Poisson ratio, $v\propto\rho^{(n-1)/2}$. Discuss $n>1$, $n=1$ and $n<1$. Does the result depend on whether the given power law is for $E$ or for $M$?

**Answer.** Insert $M=gE$ and the power law into the speed:

$$v=\sqrt{\frac{gE_0}{\rho}\left(\frac{\rho}{\rho_0}\right)^{n}}.$$

Write the density in the denominator as $\rho=\rho_0(\rho/\rho_0)$. This removes one power of $\rho/\rho_0$:

$$v=\sqrt{\frac{gE_0}{\rho_0}\left(\frac{\rho}{\rho_0}\right)^{n-1}}=v_0\left(\frac{\rho}{\rho_0}\right)^{(n-1)/2},\qquad v_0=\sqrt{\frac{gE_0}{\rho_0}}.$$

At fixed $\nu$ the factor $g$ is the same number for every film, so $v_0$ does not depend on $\rho$. This proves the scaling. The $-1$ in the exponent comes from inertia, and the factor $1/2$ from the square root.

The sign of $n-1$ decides which way the speed moves when pores are added:

- For $n>1$ the modulus falls by a larger factor than the density. The stiffness per unit mass drops, and sound is slower in the more porous film.
- For $n=1$ modulus and density fall by the same factor, and the speed does not change. The film is softer, but the speed alone does not reveal it.
- For $n<1$ the density falls by the larger factor, and sound is faster in the more porous film.

A fall in speed is therefore not a direct measure of the fall in stiffness. The modulus has to be computed from $M=\rho v^2$, which needs the density as well.

Not every $n$ is possible for every reference film. Suppose that the reference is the skeleton material without pores, with modulus $M_0=gE_0$, and that the pores are empty. Among all displacement fields with a given mean strain $\bar\varepsilon$ along $z$ and zero mean strain sideways, the true one has the least elastic energy, which is $\frac12M\bar\varepsilon^2$ per unit volume of film. A uniform strain would store the energy $\frac12M_0\bar\varepsilon^2$ per unit volume of solid and none in the pores. The solid fills the fraction $\rho/\rho_0$ of the film, so $M\le M_0\rho/\rho_0$ and $v\le v_0$. This excludes $n<1$. An isotropic film cannot reach $n=1$ either, because the strain would have to be uniform for every direction of loading, and this would leave forces on the pore surfaces, which must be free. The cases $n\le1$ therefore need a reference film that is itself porous. For $n<1$ the law can then hold only over a limited range of density, since the speed cannot exceed that in the skeleton. The condition $n>1$ is necessary for a pore-free reference but not sufficient. At fixed $\nu$ the bulk modulus $K$ follows the same power law as $E$, and for an isotropic solid with empty pores the Hashin–Shtrikman bound gives $K/K_0\le\phi/[1+(1-\phi)\,3K_0/4G_0]$, with $\phi=\rho/\rho_0$ and $G_0$ the shear modulus of the skeleton. For $\nu=0.25$, where $3K_0/4G_0=1.25$, this requires $n\ge1.79$ at $\phi=0.6$ and $n\ge2.12$ at $\phi=0.9$. All these bounds assume that the skeleton keeps its own moduli as pores are added.

At fixed $\nu$, $M$ is a constant times $E$, so both follow the same power law and the result is the same for either. The difference appears when $\nu$ varies. If the given law is for $M$ itself, then $v=\sqrt{M/\rho}$ yields the exponent $(n-1)/2$ with no condition on $\nu$. If it is for $E$, a constant $\nu$ is what guarantees that $g$ drops out. Part (f) treats the case in which it does not.

## Part (d)

**Question.** The reference film has $\rho_0=2.0$ g/cm³, $E_0=15$ GPa and $\nu=0.25$. A porous film of the same family has $\rho_1=1.2$ g/cm³ and the same $\nu$, and the family has $n=3$. Both films are $h=500$ nm thick. These are round model values. Find $E$, $M$, $v$ and the time for a pulse to cross each film and return.

**Answer.** The units fit together conveniently:

$$1\ \frac{\text{GPa}}{\text{g/cm}^3}=\frac{10^9\ \text{Pa}}{10^3\ \text{kg/m}^3}=10^6\ \text{m}^2/\text{s}^2=1\ (\text{km/s})^2,$$

and 1 km/s equals 1 nm/ps. The factor between the two moduli is

$$g=\frac{0.75}{1.25\times0.50}=1.20.$$

For the reference film,

$$M_0=1.20\times15=18.0\ \text{GPa},\qquad v_0=\sqrt{18.0/2.0}=3.00\ \text{km/s}.$$

For the porous film the density ratio is $1.2/2.0=0.60$, so

$$E_1=15\times0.60^3=3.24\ \text{GPa},\qquad M_1=1.20\times3.24=3.89\ \text{GPa}.$$

The scaling law with exponent $(3-1)/2=1$ gives $v_1=3.00\times0.60=1.80$ km/s. The direct route agrees: $\sqrt{3.888/1.2}=\sqrt{3.24}=1.80$ km/s.

The pulse covers the distance $2h=1000$ nm. The echo times are

$$t_0=\frac{1000}{3.00}=333\ \text{ps},\qquad t_1=\frac{1000}{1.80}=556\ \text{ps}.$$

The density has fallen by 40% of its reference value and the modulus by 78%, while the speed has fallen by 40%. For $n=3$ the speed is proportional to the density, which is why the first and last figures coincide.

Had $E$ been used in place of $M$, both speeds would have come out too small by the factor $1/\sqrt{1.20}=0.91$. Their ratio would still have been right, because the factor is common to both films.

## Part (e)

**Question.** The wave equation is solved step by step in time for a pulse that starts at the free top surface of a 500 nm film and is reflected by a rigid substrate. The reference film returns its echo after 333.4 ps. Films with $\rho_1=1.2$ g/cm³ and $\nu=0.25$, each obeying the modulus law with a different $n$, return theirs after these times:

| $n$ | Echo time (ps) |
|---|---|
| 0.5 | 293.4 |
| 1 | 333.4 |
| 2 | 430.4 |
| 3 | 555.8 |
| 4 | 717.4 |

Find the speed exponent in each case and compare it with part (c). Derive a formula for $n$ from two measured speeds, apply it to the film with $n=3$, and find how errors in the speed ratio and the density ratio affect it.

**Answer.** Let $s$ be the exponent in $v_1/v_0=(\rho_1/\rho_0)^s$. Taking logarithms gives $s=\ln(v_1/v_0)/\ln(\rho_1/\rho_0)$. The films are equally thick, so $v=2h/t$ gives $v_1/v_0=t_0/t_1$, and

$$s=\frac{\ln(t_0/t_1)}{\ln(\rho_1/\rho_0)}.$$

For $n=2$, for example, $s=\ln(333.4/430.4)/\ln0.60=(-0.255)/(-0.511)=0.50$. In the order of the table the exponents are $-0.25$, $0.00$, $0.50$, $1.00$ and $1.50$. These are the values of $(n-1)/2$. The finite grid and time step make the tabulated times longer than $2h/v$ by up to about 0.25 ps (555.8 against 555.6 ps for $n=3$), which does not change the exponents to the digits given. The film with $n=0.5$ returns its echo earlier than the reference film, as expected for $n<1$. By part (c), the rows with $n\le1$ cannot describe films with empty pores whose reference is the pore-free skeleton. They serve here to test the formula.

Setting $s=(n-1)/2$ and solving for $n$ gives

$$n=1+2\,\frac{\ln(v_1/v_0)}{\ln(\rho_1/\rho_0)}.$$

The echo times 333.4 ps and 555.8 ps give $n=3.00$.

For the errors, write $V=v_1/v_0$ and $r=\rho_1/\rho_0$, so that $n=1+2\ln V/\ln r$. To first order in small errors,

$$\delta n=\frac{2}{\ln r}\,\frac{\delta V}{V}-\frac{2\ln V}{(\ln r)^2}\,\frac{\delta r}{r}=\frac{1}{\ln r}\left[2\,\frac{\delta V}{V}-(n-1)\frac{\delta r}{r}\right],$$

where the last step uses $2\ln V=(n-1)\ln r$. With $\ln r=-0.511$ and $n=3$, an error of 1% in either ratio alone shifts $n$ by about $0.04$ in size. The prefactor $1/\ln r$ grows in size as the two densities approach each other, so two films of nearly equal density determine $n$ poorly.

If the thicknesses differ, the ratio of echo times is no longer the inverse ratio of speeds, and each speed has to be found from its own $2h/t$.

## Part (f)

**Question.** Suppose that the porous film of part (d) has $\nu_1=0.20$ instead of $0.25$, with $E_1$ unchanged. Find its sound speed, and the value of $n$ that would be inferred by someone who assumes a fixed Poisson ratio. What happens to the scaling if $g$ itself varies as a power of the density?

**Answer.** The factor $g$ no longer cancels. Dividing $v_1=\sqrt{g(\nu_1)E_1/\rho_1}$ by $v_0=\sqrt{g(\nu_0)E_0/\rho_0}$ gives

$$\frac{v_1}{v_0}=\left(\frac{\rho_1}{\rho_0}\right)^{(n-1)/2}\sqrt{\frac{g(\nu_1)}{g(\nu_0)}}.$$

Here $g(0.20)=0.80/(1.20\times0.60)=1.111$, so

$$v_1=1.80\times\sqrt{\frac{1.111}{1.200}}=1.73\ \text{km/s}.$$

This is about 4% below the speed at fixed Poisson ratio. The formula of part (e), which assumes fixed $\nu$, now gives

$$n_{\text{inferred}}=1+2\,\frac{\ln(1.732/3.000)}{\ln0.60}=1+2\times1.075=3.15.$$

The true exponent of $E$ is still 3. The excess of $0.15$ comes from the change in $g$, which the formula mistakes for a change in Young's modulus.

To see the direction of the effect, differentiate $\ln g=\ln(1-\nu)-\ln(1+\nu)-\ln(1-2\nu)$:

$$\frac{d\ln g}{d\nu}=-\frac{1}{1-\nu}-\frac{1}{1+\nu}+\frac{2}{1-2\nu}=-\frac{2}{1-\nu^2}+\frac{2}{1-2\nu}=\frac{2\nu(2-\nu)}{(1-\nu^2)(1-2\nu)}.$$

This is positive for $0<\nu<1/2$. In that range a smaller Poisson ratio means a smaller $g$ and, at given $E$ and $\rho$, a slower wave. The derivative grows without limit as $\nu\to1/2$, so in nearly incompressible films even a small change in the Poisson ratio can alter the speed noticeably.

If $g\propto\rho^m$ over the range of interest, then $M=gE\propto\rho^{n+m}$, and the argument of part (c) gives

$$v\propto\rho^{(n+m-1)/2}.$$

The speed is still a power of the density, but it determines the sum $n+m$ and not $n$ alone. A straight line in a plot of $\ln v$ against $\ln\rho$ therefore does not prove that the Poisson ratio is fixed.

## Part (g)

**Question.** To examine the long-wavelength condition, replace the porous film by a simple model structure: a periodic stack of two equally thick layers, with densities 2.0 and 0.4 g/cm³ and one-axis moduli $M_a=18.0$ GPa and $M_b=1.8$ GPa. Sound travels normal to the layers. Find the speed expected if the stack acts as a uniform medium. A solution of the wave equation in the periodic stack gives phase speeds of 1.651 km/s for a wavelength of 100 periods and 1.355 km/s for a wavelength of 2.5 periods. What follows?

**Answer.** The mean density of equally thick layers is $(2.0+0.4)/2=1.2$ g/cm³. For the effective modulus, load the stack slowly along its normal, with no sideways strain. Equilibrium requires the same stress $\sigma$ in both layers, and their strains are $\sigma/M_a$ and $\sigma/M_b$. The mean strain is

$$\bar\varepsilon=\frac12\left(\frac{\sigma}{M_a}+\frac{\sigma}{M_b}\right),$$

and the effective modulus is

$$M_{\text{eff}}=\frac{\sigma}{\bar\varepsilon}=\frac{2}{1/M_a+1/M_b}=\frac{2}{1/18.0+1/1.8}=3.27\ \text{GPa}.$$

The uniform-medium speed is therefore $\sqrt{3.273/1.2}=1.651$ km/s.

At a wavelength of 100 periods the periodic stack has this speed to the digits given. A long wave responds to the mean density and the static modulus. At 2.5 periods the speed is lower by 18% of the uniform-medium value, although neither the mean density nor the static modulus has changed. The speed now depends on the wavelength, and $v=\sqrt{M/\rho}$ with average properties no longer describes it.

The derivation in part (b) assumed a slice that is thin compared with the wavelength and thick compared with the structure. At 2.5 periods no such slice exists. The same objection applies to a porous film when the wavelength approaches the size of its pores, and the scaling law then loses its basis. The figure of 18% belongs to this stack and this wavelength. It is not an estimate for a film with pores of another shape and arrangement. It also refers to the phase speed. The travel time of a pulse follows the group speed, which in this stack at 2.5 periods is 0.66 km/s, 60% below the uniform-medium value.

The numerical output below gives the values used in parts (d) to (g).

## Calculated quantities

```
Reference film density: 2.00 g/cm^3
Porous film density: 1.20 g/cm^3
Density ratio: 0.600
Poisson ratio of both films: 0.25
Modulus exponent n: 3.0
Film thickness: 500 nm
Sideways/axial stress in the wave: 0.3333
g = M/E: 1.2000
E reference: 15.000 GPa
E porous: 3.240 GPa
M reference: 18.000 GPa
M porous: 3.888 GPa
v reference: 3.0000 km/s
v porous: 1.8000 km/s
Echo time reference, 2h/v: 333.3 ps
Echo time porous, 2h/v: 555.6 ps
Simulated echo time reference: 333.4 ps
Simulated pulses in the porous film for several n:
 n=0.5: echo 293.4 ps, v sim 3.408, v law 3.409 km/s, exponent -0.250
 n=1.0: echo 333.4 ps, v sim 2.999, v law 3.000 km/s, exponent -0.000
 n=2.0: echo 430.4 ps, v sim 2.323, v law 2.324 km/s, exponent 0.500
 n=3.0: echo 555.8 ps, v sim 1.799, v law 1.800 km/s, exponent 1.000
 n=4.0: echo 717.4 ps, v sim 1.394, v law 1.394 km/s, exponent 1.500
n recovered from simulated speeds: 3.001
Changed Poisson ratio of porous film: 0.20
g at changed Poisson ratio: 1.1111
v porous at changed Poisson ratio: 1.7321 km/s
Apparent speed exponent then: 1.075
Apparent n then: 3.151
Layered medium, equal layers: densities 2.0 and 0.4 g/cm^3
Layered medium, layer M: 18.0 and 1.8 GPa
Layered medium, mean density: 1.20 g/cm^3
Layered medium, static M: 3.273 GPa
Speed from mean density and static M: 1.6514 km/s
Bloch speed, wavelength 100 periods: 1.6513 km/s
Bloch speed, wavelength 2.5 periods: 1.3552 km/s
```
